\section*{Comment on core orthogonality as the cause of relativistic 6s contraction}

\section{The argument under comment}

The argument runs as follows. Relativity matters where electrons are fast, near a heavy nucleus. A valence electron is slow, so relativity can act on it only indirectly. The core $s$ shells contract, the valence $s$ orbital must stay orthogonal to them, and it is therefore pulled inward.

A calculation on the lutetium atom is offered in support. The core $s$ orbitals are replaced by their relativistic counterparts, and the $6s$ orbital is determined again with the nonrelativistic Hamiltonian, subject to orthogonality to the new core. Its mean radius falls from 3.926 to 3.721 bohr. Since no relativistic operator acted on $6s$, the contraction is ascribed to orthogonality.

The number is correct, but the conclusion does not follow. Deciding whether orthogonality causes the contraction of $6s$ needs a definition of the orthogonality contribution, and then its sign and size.

\section{The relativistic operator for an s orbital}

I use hartree atomic units. Orbitals are real radial functions normalized by $\int a^2r^2\,dr=1$, a prime means $d/dr$, and size means $\langle r\rangle$. The potential $V(r)$, negative everywhere, is at first kept fixed, so that changes of screening do not enter.

For $s_{1/2}$ the radial Dirac equations for the large component $a$ and small component $q$, with the rest energy removed, are
\begin{align}
-c\left(q'+\frac{2q}{r}\right)+Va&=\varepsilon a, &
ca'+(V-2c^2)q&=\varepsilon q .
\end{align}
The second gives $q=ca'/(2c^2+\varepsilon-V)$. Neglecting $\varepsilon$ beside $2c^2-V$ leaves $q=Ka'/(2c)$, with
\begin{equation}
K=\frac{2c^2}{2c^2-V}=\frac{1}{1-V/2c^2}.
\end{equation}
Inserting this in the first equation, and using $q'+2q/r=(r^2q)'/r^2$, gives the scalar ZORA equation
\begin{equation}
-\frac{1}{2r^2}\left(r^2Ka'\right)'+Va=\varepsilon a .
\end{equation}
For $6s$ the neglected energy is about $0.2$ hartree, against $2c^2\approx 3.8\times10^4$ hartree. The approximation is poorer for the deepest core shells.

Setting $K=1$ recovers the nonrelativistic Hamiltonian $H_N$. The relativistic change $h$ is the difference of the two kinetic operators. Its matrix elements follow by one integration by parts, whose boundary terms vanish:
\begin{align}
\langle a|h|b\rangle
&=-\frac12\int_0^\infty a\left[r^2(K-1)b'\right]'dr\nonumber\\
&=-\frac12\int_0^\infty(1-K)\,a'b'\,r^2dr .
\label{h}
\end{align}
Because $V<0$, we have $0<1-K<1$, and $\langle a|h|a\rangle$ is negative. Close to the nucleus $V\approx-Z/r$, so $1-K\approx Z/(Z+2c^2r)$, which has dropped to one half at $r=Z/2c^2\approx0.0019$ bohr for $Z=71$. The operator is thus concentrated near the nucleus, but it acts on every $s$ orbital that has a slope there. A slow valence electron on average is not a slow electron everywhere.

\section{What orthogonality contributes}

Let relativity be switched on through $H(\lambda)=H_N+\lambda h$, from $\lambda=0$ to $\lambda=1$. At each $\lambda$ let $|k\rangle$ be the orthonormal $s$ eigenstates with energies $\varepsilon_k$, let $v$ be $6s$, and let a dot mean $d/d\lambda$. Differentiating $H|v\rangle=\varepsilon_v|v\rangle$ gives
\begin{equation}
(H-\varepsilon_v)|\dot v\rangle=-(h-\dot\varepsilon_v)|v\rangle .
\end{equation}
Projection on $k\ne v$ removes the $\dot\varepsilon_v$ term and leaves $(\varepsilon_k-\varepsilon_v)\langle k|\dot v\rangle=-\langle k|h|v\rangle$. Normalization of a real orbital gives $\langle v|\dot v\rangle=0$. Hence
\begin{equation}
\frac{d\langle r\rangle}{d\lambda}=2\langle v|r|\dot v\rangle
=2\sum_{k\ne v}\frac{\langle v|r|k\rangle\langle k|h|v\rangle}
{\varepsilon_v-\varepsilon_k},
\label{slope}
\end{equation}
where the sum includes the continuum.

For a core state $c$, orthogonality holds at every $\lambda$. Differentiating $\langle c|v\rangle=0$ gives
\begin{equation}
\langle c|\dot v\rangle=-\langle\dot c|v\rangle .
\label{orth}
\end{equation}
The core components of $\dot v$ are therefore fixed by the motion of the core. They are also what explicit orthogonalization produces. Take the old $v$ and Schmidt-orthogonalize it to the displaced core $c+\delta\lambda\,\dot c$:
\begin{equation}
v_S=v-\delta\lambda\sum_c|c\rangle\langle\dot c|v\rangle+O(\delta\lambda^2)
=v+\delta\lambda\sum_c|c\rangle\langle c|\dot v\rangle+O(\delta\lambda^2).
\end{equation}
Its norm changes only in second order. The terms of Eq.~(\ref{slope}) with $k$ in the core are thus the orthogonality contribution. The terms with $k$ above $v$ are the direct contribution: orthogonality to the core places no first-order demand on them.

The sign of the $5s$ term can be followed factor by factor. Choose all $s$ functions positive at the nucleus. There $5s$ and $6s$ have nearly the same shape, so their slopes have the same sign where $1-K$ is large, and Eq.~(\ref{h}) makes $\langle5s|h|6s\rangle$ negative. At large $r$ the two functions have opposite signs, since $5s$ has four nodes and $6s$ has five. Their product integrates to zero, and a factor $r$ favours its outer, negative part. This suggests a negative $\langle5s|r|6s\rangle$, though with several sign changes it is no proof. The nonrelativistic orbitals of Lu give
\begin{equation}
\langle5s|h|6s\rangle=-0.109\ \text{hartree},\qquad
\langle5s|r|6s\rangle=-0.233\ \text{bohr}.
\end{equation}
With $\varepsilon_{6s}-\varepsilon_{5s}>0$ the term is positive: this mixing expands $6s$. For a state above $6s$ the denominator is negative, so the same signs of the matrix elements would give contraction.

\section{The size of the two parts in lutetium}

The atom is treated in the local density approximation (Slater exchange and VWN correlation), spin-restricted and spherically averaged, in the configuration $4f^{14}5d^16s^2$ with a point nucleus. Its nonrelativistic self-consistent potential serves as the fixed $V$. Relativity then changes the $6s$ radius from 3.926 to 3.463 bohr. A four-component Dirac calculation in the same potential gives the same radius to within 0.001 bohr, so the ZORA step is harmless for this radius.

Integrating the two parts of Eq.~(\ref{slope}) over $\lambda$ gives
\begin{equation}
\underbrace{-0.501}_{\text{direct}}+\underbrace{0.038}_{\text{orthogonality}}
=-0.463\ \text{bohr},
\end{equation}
in agreement with the difference of the two radii. To one more digit the change is $-0.4637$ bohr, or $-24.5$ pm, a contraction of 11.8\%. The fourth decimal is not converged in the basis used: a more complete basis shifts the change to $-0.4639$ bohr and the relativistic radius to 3.462 bohr. Orthogonality contributes about 8\% of this magnitude, with the opposite sign. Almost all of it, 0.036 bohr, comes from $5s$; the $1s$ term, for which ZORA is poorest, vanishes to the printed accuracy.

The split of the finite change refers to this linear path, and another path could shift it somewhat. The slopes at $\lambda=0$ do not have this freedom once $h$ is given: they are $-0.407$ bohr (direct) and $+0.031$ bohr (orthogonality). Explicit Schmidt orthogonalization to slightly displaced cores reproduces the second value. Orthogonalizing the nonrelativistic $6s$ to the fully relativistic core gives $\langle r\rangle=3.963$ bohr, an expansion by 0.037 bohr.

Weak relativity does not rescue the argument. For $|V|\ll2c^2$ one has $1-K\approx|V|/2c^2$, so where this expansion holds both parts of the slope scale as $1/c^2$ and fade together.

\section{Where the contraction is collected}

The change could still come from anywhere in the orbital. To locate the total change, direct and orthogonality parts together, define
\begin{equation}
|\chi\rangle=\sum_{k\ne v}|k\rangle\frac{\langle k|r|v\rangle}{\varepsilon_v-\varepsilon_k}.
\end{equation}
Equation~(\ref{slope}) is then $2\langle\chi|h|v\rangle$, and Eq.~(\ref{h}) turns it into a radial integral:
\begin{equation}
\frac{d\langle r\rangle}{d\lambda}
=-\int_0^\infty(1-K)\,\chi'v'\,r^2dr .
\label{acc}
\end{equation}
Cutting the integral at $R$, and integrating over $\lambda$, shows how much of the change has been collected up to $R$:
\begin{center}
\begin{tabular}{ccc}
$R$ (bohr) & collected (bohr) & $6s$ charge inside $R$\\
0.014 & $-0.267$ & 0.002\%\\
0.050 & $-0.422$ & 0.008\%\\
0.100 & $-0.448$ & 0.024\%\\
0.500 & $-0.463$ & 0.510\%
\end{tabular}
\end{center}
The charge is that of the nonrelativistic $6s$ orbital. The sums run to the first grid point at or beyond $R$, so the effective radii are larger than those listed by up to 3\%, and the last digits are correspondingly uncertain: at exactly the listed radii the first entry is $-0.261$ bohr, and the charges in the second and fourth rows are 0.007\% and 0.498\%. Half of the contraction is collected within about 0.012 bohr and 90\% within about 0.035 bohr. The latter radius lies between the nonrelativistic mean radii of $1s$ (0.021 bohr) and $2s$ (0.090 bohr), and only 0.003\% of the $6s$ charge lies inside it.

The contributions add up for a reason. Acting with $\varepsilon_v-H$ on $\chi$ cancels the denominators, and completeness gives
\begin{equation}
(\varepsilon_v-H)\chi=(r-\langle r\rangle)v .
\label{chi}
\end{equation}
The orbital $v$ obeys the same equation with zero on the right. Write $\chi=\kappa v+\eta$, with $\kappa$ chosen so that $\eta$ vanishes at the nucleus. Then $\eta$ is driven by a source of size $\langle r\rangle v$, to be compared with the potential term $|V|\kappa v$. At $r=0.035$ bohr the bare nuclear value is $|V|\approx2000$ hartree. With $\langle r\rangle\approx3.9$ bohr and the computed $\kappa=5.91$ bohr/hartree, the ratio is $3.9/(5.91\times2000)\approx3\times10^{-4}$. Screening raises it somewhat, but it stays small. Near the nucleus, therefore, $\chi\approx\kappa v$. At $\lambda=0$ the normalized overlap of $\chi'$ and $v'$ inside 0.035 bohr, weighted with $(1-K)r^2$, is 1.00000; the quoted $\kappa$ is the least-squares ratio of these slopes in the same region.

The sign of $\kappa$ has a simple meaning. By first-order perturbation theory $\chi$ is the change of $v$ per unit strength of an added potential $+r$. Such a potential confines the orbital, and one expects its amplitude at the nucleus to grow, hence $\kappa>0$, as computed. If the proportionality is extended to all radii where $1-K$ matters, an assumption checked by the numbers below, Eq.~(\ref{acc}) becomes
\begin{equation}
\frac{d\langle r\rangle}{d\lambda}\approx-\kappa\int_0^\infty(1-K)(v')^2r^2dr
=2\kappa\langle v|h|v\rangle ,
\end{equation}
whose integrand has one sign. At $\lambda=0$, with $\langle6s|h|6s\rangle=-0.0318$ hartree, this is $2\times5.91\times(-0.0318)=-0.376$ bohr. The full slope is $-0.407+0.031=-0.376$ bohr. The valence orbital's own steep inner loops supply the contraction.

How can so little charge move the whole orbital? Suppose relativity acts only inside some radius. Outside it the orbital obeys the nonrelativistic equation, and the solution that decays at infinity is fixed, up to a factor, by its energy. The inner region lowers that energy, and the outer part must follow. With the full operator the energy falls from $-0.155$ to $-0.202$ hartree, and the decay constant $\sqrt{2|\varepsilon|}$ rises from 0.56 to 0.64 bohr$^{-1}$.

Two direct calculations bear this out. With $h$ kept only inside 0.035 bohr, $\langle r\rangle$ changes by $-0.418$ bohr; with $h$ kept only outside, by $-0.048$ bohr (this last digit moves by about one unit with the basis and the exact position of the cut). In both, $h$ acts on the core $s$ shells too. They locate the effect in space, while the split into core and higher states separates the direct part from orthogonality.

One concession is due. The inner loops of $6s$ are bound up with its orthogonality to the core. But this holds without relativity as well. It gives relativity something to act on; it is not a pull exerted by the contraction of the core.

\section{Why the supporting calculation misleads}

There remains the fall from 3.926 to 3.721 bohr when the nonrelativistic $6s$ is determined again outside the relativistic core. The flaw is that the new core orbitals are not eigenstates of the Hamiltonian that is being minimized.

Let $\mathcal C'$ be any five-dimensional space of $s$ functions taken as the core. The nonrelativistic states $1s,\dots,6s$ span six dimensions. Five orthogonality conditions cannot exclude all of them, so some normalized combination $w=\sum_{k=1s}^{6s}w_kk$ is orthogonal to $\mathcal C'$. Its energy is
\begin{equation}
\langle w|H_N|w\rangle=\sum_{k=1s}^{6s}w_k^2\varepsilon_k\le\varepsilon_{6s}.
\end{equation}
The lowest valence energy outside $\mathcal C'$ is no higher than this. Replacing the true core by any other core can therefore never raise the valence energy, whichever way the core has moved. The orbital gains energy by taking in pieces of the true core states, which the foreign core no longer fully blocks.

The order of the effect can be found. Let $P=\sum_c|c\rangle\langle c|$ project on the true core, and let $Q=1-P$. The constrained problem uses $QH_NQ$. If the core moves, then $\delta Q=-\delta P$, with $\delta P=\sum_c(|\delta c\rangle\langle c|+|c\rangle\langle\delta c|)$. Between $v$ and a higher state $k$, the first-order coupling is
\begin{equation}
\langle k|\delta(QH_NQ)|v\rangle=-(\varepsilon_v+\varepsilon_k)\langle k|\delta P|v\rangle=0,
\end{equation}
because each term of $\delta P$ contains an overlap $\langle c|v\rangle$ or $\langle k|c\rangle$. To first order the new valence orbital thus acquires only the core components demanded by orthogonality, and these expand $6s$.

The energy gain appears in second order. With core amplitudes $a_c=-\langle\delta c|v\rangle$, the Schmidt-orthogonalized function has, after normalization, the energy
\begin{equation}
\frac{\varepsilon_v+\sum_ca_c^2\varepsilon_c}{1+\sum_ca_c^2}
\approx\varepsilon_v-\sum_ca_c^2(\varepsilon_v-\varepsilon_c).
\end{equation}
(Here the coefficient of $v$ has been scaled to one, and components on higher states, themselves of second order, enter the energy in fourth order.) In this order the sign of the displacement drops out. For a core taken at small $\lambda$ the drop is about $0.023\lambda^2$ hartree, shared among all five core shells (from 0.003 for $1s$ to 0.007 for $5s$). The formula is not quantitative at $|\lambda|=1$: for the fully relativistic core the Schmidt function lies 0.014 hartree above $\varepsilon_v$, and the energy falls below $\varepsilon_v$ only on reoptimization. The fall of the radius also starts in second order, at about $-0.29\lambda^2$ bohr for small $\lambda$. It comes from the reoptimization, since the Schmidt function itself is expanded.

A control calculation makes this visible. Setting $\lambda=-1$ gives an artificially expanded core, with $\langle r\rangle$ of $5s$ at 1.379 bohr instead of 1.280. If orthogonality pulled the valence orbital along with the core, $6s$ should now expand. The results are
\begin{center}
\begin{tabular}{lcc}
core used & $6s$ energy (hartree) & $\langle r\rangle$ (bohr)\\
true nonrelativistic & $-0.155$ & 3.926\\
contracted, $\lambda=1$ & $-0.176$ & 3.721\\
expanded, $\lambda=-1$ & $-0.204$ & 3.396
\end{tabular}
\end{center}
The contracted-core row depends on the core model: with Dirac large components in place of the ZORA core orbitals it reads $-0.174$ hartree and 3.742 bohr. The expanded core shrinks $6s$ more than the contracted one does. The changes are $-0.205$ and $-0.530$ bohr. Their part odd in $\lambda$, which registers the direction of the core's motion, is $[-0.205-(-0.530)]/2=+0.163$ bohr: an expansion for the contracted core. It is much larger than the first-order value of 0.031 bohr, so higher orders are strong in this procedure, and it does not measure the orthogonality effect.

The reverse procedure fails in the same way, and should not be used against the argument. If the relativistic $6s$ is determined with the nonrelativistic core frozen, $\langle r\rangle$ drops to about 1.9 bohr and the energy to about $-0.72$ hartree. The same theorem, applied to the relativistic Hamiltonian, permits this partial collapse into the core. The drop of about 2 bohr is not the size of the direct effect.

\section{What the contracted core does do}

The core can also influence $6s$ through the potential, which has been fixed so far. With the self-consistent potential of the scalar ZORA atom, but nonrelativistic kinetic energy, the $6s$ radius is larger than the nonrelativistic one by 0.168 bohr. This is not a core effect alone, because the potential reflects the changed density of every shell. The contracted inner $s$ and $p$ shells screen the nucleus more strongly, and so does the contracted $6s$ shell itself, while the expanded $5d$ and $4f$ shells act in the opposite direction; the calculation does not separate these parts.

With both the operator and the potential relativistic, $\langle r\rangle$ is 3.612 bohr. The total change is $-0.314$ bohr, or $-16.6$ pm, a contraction of 8.0\%. The separate changes add to $-0.4637+0.1684=-0.2953$ bohr; the remaining $-0.0187$ bohr shows that they are not strictly additive. In this atom, then, the changed potential and the changed orthogonality both enlarge $6s$, and the direct effect outweighs them.

The numbers belong to this density functional and this atom. Equations~(\ref{slope}), (\ref{orth}) and (\ref{acc}) hold for $s$ states in any fixed local potential for which the ZORA operator is adequate, but they do not fix the sign of the orthogonality term, which has to be computed case by case. Nor do they cover $d$ and $f$ shells, whose small amplitude near the nucleus leaves more room for changes of screening. The numerical check tests the split, the accumulation and the lowering of the valence energy outside a foreign core; the $6s$ radii of the foreign-core calculations are computed and printed.

The claim that orthogonality causes the contraction should be withdrawn. The supporting calculation can stay if it is shown together with the expanded-core control, as an example of what happens when a valence orbital is optimized outside a core that does not belong to its Hamiltonian.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Z = 71, c = 137.0360 a.u., bohr = 52.9177 pm
ion 1s ZORA energy: basis -2928.724, exact -2928.953 hartree
Lu 6s in the fixed nonrelativistic LDA potential:
  energy nonrel -0.15511, ZORA -0.20239 hartree
  <r> nonrelativistic        3.9262 bohr
  <r> scalar ZORA            3.4626 bohr
  <r> four-component Dirac   3.4625 bohr
  change of <r>  -0.4637 bohr = -24.54 pm
  relative change -11.81 %
Split of the change along the path lam = 0..1:
  direct (higher states)     -0.5012 bohr
  orthogonality (core)       +0.0375 bohr
    from 1s: +0.00000 bohr; core <r> nonrel 0.0214, ZORA 0.0181 bohr
    from 2s: +0.00001 bohr; core <r> nonrel 0.0904, ZORA 0.0805 bohr
    from 3s: +0.00009 bohr; core <r> nonrel 0.2307, ZORA 0.2105 bohr
    from 4s: +0.00129 bohr; core <r> nonrel 0.5179, ZORA 0.4728 bohr
    from 5s: +0.03616 bohr; core <r> nonrel 1.2804, ZORA 1.1498 bohr
<5s|h|6s> = -0.10913 hartree, <5s|r|6s> = -0.2327 bohr
<6s|h|6s> = -0.03181 hartree
slope at lam=0: direct -0.4070, orthogonality +0.0307 bohr
Schmidt slope at lam=0: +0.0307 bohr
6s Schmidt-orthogonalized to ZORA core: <r> 3.9632 bohr
Accumulated change of <r> up to R (bohr), 6s charge inside R:
  R=0.014: direct -0.2890, orth +0.0217, sum -0.2674; charge 0.002 %
  R=0.050: direct -0.4561, orth +0.0342, sum -0.4219; charge 0.008 %
  R=0.100: direct -0.4844, orth +0.0363, sum -0.4481; charge 0.024 %
  R=0.200: direct -0.4939, orth +0.0370, sum -0.4569; charge 0.100 %
  R=0.500: direct -0.5002, orth +0.0375, sum -0.4628; charge 0.510 %
  R=1.000: direct -0.5011, orth +0.0375, sum -0.4635; charge 2.151 %
  R=2.000: direct -0.5012, orth +0.0375, sum -0.4637; charge 5.276 %
50 % of the sum inside 0.012 bohr, 6s charge there 0.002 %
90 % of the sum inside 0.035 bohr, 6s charge there 0.003 %
relativity only inside the 90 % radius: -0.4184 bohr
relativity only outside that radius:    -0.0480 bohr
chi = kappa*6s inside: kappa 5.913 bohr/hartree, cosine 1.00000
ZORA valence, frozen nonrel core: <r> 1.8765 bohr, energy -0.71866 hartree
Nonrel valence re-solved outside a foreign core:
  contracted core: energy -0.17580 hartree, <r> 3.7213 bohr
  expanded core:   energy -0.20400 hartree, <r> 3.3958 bohr
  5s <r> in the expanded core: 1.3789 bohr
Self-consistent scalar ZORA atom:
  6s energy -0.17623 hartree, <r> 3.6123 bohr
  total change -0.3140 bohr = -16.61 pm
  potential change alone, nonrel kinetics: +0.1684 bohr
\end{verbatim}
